**Hashin-Shtrikman gap and the role of isotropy**

For a two-phase composite with permittivities $e_1,e_2$, fractions $f_1,f_2$ and isotropic or cubic two-point statistics, the bounds differ by $W=2f_1f_2|e_2-e_1|^3/[(g+2e_1)(g+2e_2)]$, where $g=f_1e_2+f_2e_1$. The program asserts the general gap formula by symbolic optimization and the attainment of both bounds by solving the coated-sphere boundary-value problem. It solves four cubic voxel composites and asserts that their second-order coefficient is $-f_1f_2/(3e_1)$ within numerical tolerance, that their permittivities obey the bounds, and that their third-order shape parameters $\zeta$ differ. For flat pores it asserts that the isotropic bounds fail, while bounds using the directional structure-factor weight $A$ hold. For solid 4, pore 1 and porosity 0.30, the output gives bounds of 2.615 and 2.909. A scan over porosity shows the largest gap relative to the midpoint growing from 1.8% at permittivity ratio 2 to 159% at ratio 80.

## Check in Python

```python
# Result under test: for a two-phase composite with isotropic (or cubic)
# two-point statistics the permittivity is fixed through second order in the
# contrast d = e2 - e1, and the Hashin-Shtrikman (HS) bounds differ by
#   W = 2 f1 f2 |d|^3 / ((g + 2 e1)(g + 2 e2)),   g = f1 e2 + f2 e1.
# e1, e2: relative permittivities (solid, pore); f1, f2: volume fractions.
# A: axial weight of the structure factor, sum |chi_k|^2 kz^2/k^2 / (f1 f2);
# isotropy gives A = 1/3. zeta: free shape parameter of the third order.
# Voxel composites are solved on an odd periodic grid, where the bounds hold
# exactly for the discrete problem as well.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.ndimage import gaussian_filter
from scipy.optimize import brentq

N = 21
freq = np.fft.fftfreq(N) * N
kvec = np.array(np.meshgrid(freq, freq, freq, indexing="ij"))
knorm = np.sqrt((kvec**2).sum(axis=0))
knorm[0, 0, 0] = 1.0
khat = kvec / knorm


def project(v):
    """Curl-free, zero-mean part of a periodic vector field."""
    vh = np.fft.fftn(v, axes=(1, 2, 3))
    along = (khat * vh).sum(axis=0)
    return np.fft.ifftn(khat * along, axes=(1, 2, 3)).real


def solve_composite(eps, axis=2):
    """Effective permittivity from the minimum of the field energy."""
    mean_field = np.zeros((3, N, N, N))
    mean_field[axis] = 1.0
    fluct = np.zeros_like(mean_field)
    res = -project(eps * mean_field)
    direction = res.copy()
    rr = (res**2).sum()
    for _ in range(500):
        if np.sqrt(rr / N**3) < 1e-11:
            break
        image = project(eps * direction)
        step = rr / (direction * image).sum()
        fluct += step * direction
        res -= step * image
        rr_new = (res**2).sum()
        direction = res + (rr_new / rr) * direction
        rr = rr_new
    else:
        raise RuntimeError("field solver did not converge")
    field = mean_field + fluct
    return (eps * (field**2).sum(axis=0)).mean()


def axial_weight(pore, axis=2):
    f = pore.mean()
    power = np.abs(np.fft.fftn(pore.astype(float)) / N**3)**2
    return (power * khat[axis]**2).sum() / (f * (1 - f))


def bound(e_ref, e_other, f_other, A=1/3):
    """Variational bound with one phase as the reference medium."""
    return e_ref + f_other / (1/(e_other - e_ref)
                              + (1 - f_other) * A / e_ref)


def bounds(e_solid, e_pore, porosity, A=1/3):
    pair = (bound(e_solid, e_pore, porosity, A),
            bound(e_pore, e_solid, 1 - porosity, A))
    return min(pair), max(pair)


def hs_gap(e1, e2, f2):
    g = (1 - f2) * e2 + f2 * e1
    return (2 * f2 * (1 - f2) * abs(e2 - e1)**3
            / ((g + 2*e1) * (g + 2*e2)))


def means_gap(e1, e2, f2):
    return (1 - f2)*e1 + f2*e2 - 1/((1 - f2)/e1 + f2/e2)


# Symbolic optimum of the trial polarization, and the gap of the two bounds
s1, s2, sf, sA, p = sp.symbols("e1 e2 f A p", positive=True)


def symbolic_bound(ref, other, f_other):
    functional = (ref + 2*f_other*p - f_other*p**2/(other - ref)
                  - f_other*(1 - f_other)*sA*p**2/ref)
    best = sp.solve(sp.diff(functional, p), p)[0]
    return sp.together(functional.subs(p, best))


sym_upper = symbolic_bound(s2, s1, 1 - sf)
sym_lower = symbolic_bound(s1, s2, sf)
sg = (1 - sf)*s2 + sf*s1
sym_gap = (sf*(1 - sf)*sA*(1 - sA)*(s2 - s1)**3
           / (((1 - sA)*s1 + sA*sg)*((1 - sA)*s2 + sA*sg)))
assert sp.simplify(sym_upper - sym_lower - sym_gap) == 0

# Worked example: round model parameters
e_solid, e_pore, porosity = 4.0, 1.0, 0.30
low, high = bounds(e_solid, e_pore, porosity)
gap = hs_gap(e_solid, e_pore, porosity)
assert abs(high - low - gap) < 1e-12
arith = (1 - porosity)*e_solid + porosity*e_pore
harm = 1/((1 - porosity)/e_solid + porosity/e_pore)
g_ex = (1 - porosity)*e_pore + porosity*e_solid
contrast = e_pore - e_solid
assert abs(arith - harm
           - porosity*(1 - porosity)*contrast**2/g_ex) < 1e-12
leading = 2*porosity*(1 - porosity)*abs(contrast)**3/(9*e_solid**2)
print(f"solid, pore permittivity: {e_solid:.1f}, {e_pore:.1f} (dimensionless)")
print(f"porosity: {porosity:.2f} (dimensionless)")
print(f"HS lower, upper bound: {low:.4f}, {high:.4f} (dimensionless)")
print(f"HS gap: {gap:.4f} (dimensionless)")
print(f"HS gap / midpoint: {100*gap/((low + high)/2):.2f} percent")
print(f"harmonic, arithmetic mean: {harm:.4f}, {arith:.4f} (dimensionless)")
print(f"gap of the means: {arith - harm:.4f} (dimensionless)")
print(f"HS gap / gap of means: {gap/(arith - harm):.4f} (dimensionless)")
print(f"leading cubic term, e = solid: {leading:.4f} (dimensionless)")


# Coated sphere: find the host in which it makes no outside dipole
def outside_dipole(host, core, shell, f_core):
    a3 = f_core
    matrix = np.array([[1, -1, -1/a3, 0],
                       [core, -shell, 2*shell/a3, 0],
                       [0, 1, 1, -1],
                       [0, shell, -2*shell, 2*host]])
    return np.linalg.solve(matrix, np.array([0, 0, 1, host]))[3]


host_high = brentq(outside_dipole, 1.01, 3.99,
                   args=(e_pore, e_solid, porosity), xtol=1e-13)
host_low = brentq(outside_dipole, 1.01, 3.99,
                  args=(e_solid, e_pore, 1 - porosity), xtol=1e-13)
assert abs(host_high - high) < 1e-9 and abs(host_low - low) < 1e-9
print(f"coated sphere, pore core: {host_high:.4f} (dimensionless)")
print(f"coated sphere, solid core: {host_low:.4f} (dimensionless)")

# Order of the two gaps in the contrast, from the bounds themselves
small = 0.01
hs_small = [np.diff(bounds(1.0, 1.0 + t, porosity))[0]
            for t in (small, 2*small)]
mean_small = [means_gap(1.0, 1.0 + t, porosity) for t in (small, 2*small)]
order_hs = np.log2(hs_small[1]/hs_small[0])
order_means = np.log2(mean_small[1]/mean_small[0])
assert abs(order_hs - 3) < 0.03 and abs(order_means - 2) < 0.03
print(f"contrasts for the order: {small:.2f}, {2*small:.2f} (dimensionless)")
print(f"order of HS gap: {order_hs:.3f} (dimensionless)")
print(f"order of gap of means: {order_means:.3f} (dimensionless)")

# Voxel composites with cubic symmetry
c = np.arange(N) - N//2
X, Y, Z = np.meshgrid(c, c, c, indexing="ij")
largest = np.maximum(np.maximum(abs(X), abs(Y)), abs(Z))
channels = ((abs(X) <= 3).astype(int) + (abs(Y) <= 3) + (abs(Z) <= 3)) >= 2
rng = np.random.default_rng(7)
noise = gaussian_filter(rng.standard_normal((N, N, N)), 1.5, mode="wrap")
for ax in range(3):
    noise = noise + np.flip(noise, axis=ax)
noise = sum(np.transpose(noise, q) for q in itertools.permutations(range(3)))
noise = np.round(noise, 10)
structures = {
    "ball pores": X**2 + Y**2 + Z**2 <= 8.5**2,
    "crossing channels": channels,
    "symmetrized random": noise < np.quantile(noise, 0.3),
    "solid cubes in gaps": largest > 9,
}


def response_coefficients(pore, axis=2, h=0.02):
    """Second and third order in the contrast, solid permittivity 1."""
    plus = solve_composite(1 + h*pore, axis)
    minus = solve_composite(1 - h*pore, axis)
    second = (plus + minus - 2) / (2*h**2)
    third = ((plus - minus)/2 - pore.mean()*h) / h**3
    return second, third


print(f"voxels per edge: {N} (count)")
print("cubic structures, solid 4 and pore 1, all dimensionless:")
zetas = []
for name, pore in structures.items():
    f = pore.mean()
    for ax in range(3):
        assert abs(axial_weight(pore, ax) - 1/3) < 1e-10
    second, third = response_coefficients(pore)
    ratio2 = second / (f*(1 - f))
    assert abs(ratio2 + 1/3) < 5e-4
    zeta = (9*third/(f*(1 - f)) - (1 - f)) / 2
    assert -1e-3 < zeta < 1 + 1e-3
    zetas.append(zeta)
    value = solve_composite(np.where(pore, e_pore, e_solid))
    lo, up = bounds(e_solid, e_pore, f)
    assert lo - 1e-8 <= value <= up + 1e-8
    print(f" {name}: porosity {f:.4f}")
    print(f"  lower {lo:.4f}, solved {value:.4f}, upper {up:.4f}")
    print(f"  second order/(f1 f2) {ratio2:.4f}, zeta {zeta:.3f}")
assert max(zetas) - min(zetas) > 0.2

# Flat pores break isotropy: the isotropic bounds fail, those with A hold
flat = (abs(X) <= 9) & (abs(Y) <= 9) & (abs(Z) <= 1)
f_flat = flat.mean()
iso_lo, iso_up = bounds(e_solid, e_pore, f_flat)
print(f"flat pores: porosity {f_flat:.4f} (dimensionless)")
print(f" isotropic bounds {iso_lo:.4f}, {iso_up:.4f} (dimensionless)")
flat_values = {}
weights = [axial_weight(flat, ax) for ax in range(3)]
assert abs(sum(weights) - 1) < 1e-10
for label, ax in (("normal", 2), ("in-plane", 0)):
    A = weights[ax]
    second, _ = response_coefficients(flat, ax)
    assert abs(second/(f_flat*(1 - f_flat)) + A) < 2e-3
    value = solve_composite(np.where(flat, e_pore, e_solid), ax)
    lo, up = bounds(e_solid, e_pore, f_flat, A)
    assert lo - 1e-8 <= value <= up + 1e-8
    flat_values[label] = value
    print(f" {label}: A {A:.4f}, solved {value:.4f} (dimensionless)")
    print(f"  bounds with this A {lo:.4f}, {up:.4f} (dimensionless)")
assert flat_values["normal"] < iso_lo
assert flat_values["in-plane"] > iso_up

# Growth of the gap with contrast, worst case over porosity
scan = np.linspace(0.001, 0.999, 9981)
print("largest HS gap / midpoint over porosity, pore 1:")
previous = 0.0
for r in (2.0, 3.0, 4.0, 10.0, 80.0):
    pairs = np.array([bounds(r, 1.0, f) for f in scan])
    widths = pairs[:, 1] - pairs[:, 0]
    relative = widths / pairs.mean(axis=1)
    fraction = (widths / means_gap(r, 1.0, scan)).max()
    limit = (np.sqrt(r) - 1) / (np.sqrt(r) + 1)
    assert fraction <= limit + 1e-8
    if r > 4:
        assert abs(fraction - limit) < 1e-4
    assert relative.max() > previous
    previous = relative.max()
    where = scan[relative.argmax()]
    print(f" solid {r:.0f}: {100*previous:.2f} percent at porosity {where:.2f}")
    print(f"  largest HS gap/gap of means {fraction:.4f}, limit {limit:.4f}")

# Field energy of a cube, atomic units converted to eV, checked against SI
hartree_ev = const.value("Hartree energy in eV")
bohr_ang = const.value("Bohr radius") * 1e10
field_ev, side_ang = 0.01, 100.0
field_au = field_ev / (hartree_ev / bohr_ang)
volume_au = (side_ang / bohr_ang)**3
energies = [e*field_au**2/(8*np.pi)*volume_au*hartree_ev for e in (low, high)]
si_energy = (0.5*const.epsilon_0*low*(field_ev*1e10)**2
             * (side_ang*1e-10)**3 / const.e)
assert abs(energies[0]/si_energy - 1) < 1e-7
print(f"mean field: {field_ev:.2f} eV/(e angstrom)")
print(f"cube side: {side_ang:.0f} angstrom")
print(f"field energy at lower, upper: {energies[0]:.4f}, {energies[1]:.4f} eV")
print("tests ok")
```

It prints:

```
solid, pore permittivity: 4.0, 1.0 (dimensionless)
porosity: 0.30 (dimensionless)
HS lower, upper bound: 2.6154, 2.9091 (dimensionless)
HS gap: 0.2937 (dimensionless)
HS gap / midpoint: 10.63 percent
harmonic, arithmetic mean: 2.1053, 3.1000 (dimensionless)
gap of the means: 0.9947 (dimensionless)
HS gap / gap of means: 0.2953 (dimensionless)
leading cubic term, e = solid: 0.0788 (dimensionless)
coated sphere, pore core: 2.9091 (dimensionless)
coated sphere, solid core: 2.6154 (dimensionless)
contrasts for the order: 0.01, 0.02 (dimensionless)
order of HS gap: 2.984 (dimensionless)
order of gap of means: 1.990 (dimensionless)
voxels per edge: 21 (count)
cubic structures, solid 4 and pore 1, all dimensionless:
 ball pores: porosity 0.2757
  lower 2.7034, solved 2.9808, upper 2.9901
  second order/(f1 f2) -0.3333, zeta 0.049
 crossing channels: porosity 0.2593
  lower 2.7647, solved 2.9724, upper 3.0455
  second order/(f1 f2) -0.3334, zeta 0.440
 symmetrized random: porosity 0.2988
  lower 2.6197, solved 2.8351, upper 2.9131
  second order/(f1 f2) -0.3334, zeta 0.400
 solid cubes in gaps: porosity 0.2594
  lower 2.7643, solved 2.7715, upper 3.0451
  second order/(f1 f2) -0.3334, zeta 0.978
flat pores: porosity 0.1169 (dimensionless)
 isotropic bounds 3.3718, 3.5498 (dimensionless)
 normal: A 0.8667, solved 3.1584 (dimensionless)
  bounds with this A 3.0315, 3.1765 (dimensionless)
 in-plane: A 0.0667, solved 3.6307 (dimensionless)
  bounds with this A 3.5886, 3.6330 (dimensionless)
largest HS gap / midpoint over porosity, pore 1:
 solid 2: 1.81 percent at porosity 0.53
  largest HS gap/gap of means 0.1667, limit 0.1716
 solid 3: 6.94 percent at porosity 0.54
  largest HS gap/gap of means 0.2667, limit 0.2679
 solid 4: 13.45 percent at porosity 0.55
  largest HS gap/gap of means 0.3333, limit 0.3333
 solid 10: 51.46 percent at porosity 0.57
  largest HS gap/gap of means 0.5195, limit 0.5195
 solid 80: 159.30 percent at porosity 0.58
  largest HS gap/gap of means 0.7989, limit 0.7989
mean field: 0.01 eV/(e angstrom)
cube side: 100 angstrom
field energy at lower, upper: 0.7227, 0.8038 eV
tests ok
```
